# Low-temperature chemical potential of a finite gapped system at integer filling

## Problem

A finite fermion system has a Hamiltonian $H$ that conserves the particle number $\hat N$. Its Fock space is finite-dimensional, with sectors $M=0,1,\dots,M_{\max}$. Let $E_M$ be the lowest energy in sector $M$ and $g_M$ the full degeneracy of that level, spin included. Temperature is measured in energy units, so $k_B=1$.

Fix an integer $N$ with $0<N<M_{\max}$ and define

$$
I=E_{N-1}-E_N,\qquad A=E_N-E_{N+1},\qquad \Delta=I-A,\qquad \mu_0=-\frac{I+A}{2}.
$$

Here $I$ is the ionization energy, $A$ the electron affinity, $\Delta$ the gap and $\mu_0$ the midgap energy. Assume $\Delta>0$ and, for every available sector with $|k|\ge 2$,

$$
E_{N+k}-E_N-k\mu_0>\frac{\Delta}{2}. \tag{C}
$$

**(a)** Show that one and only one $\mu(T)$ gives $\langle\hat N\rangle=N$ in the grand-canonical ensemble at $T>0$.

**(b)** Show that, as $T\to0$,

$$
\mu(T)=\mu_0+\frac T2\ln\frac{g_{N-1}}{g_{N+1}}+\text{(exponentially small terms)},
$$

and bound the remainder. Show also that (C) follows from $\Delta>0$ if $E_M$ is convex in $M$.

**(c)** Write $\langle\hat N\rangle$ through the Lehmann representation of the spectral function. If the $N$-particle ground state is nondegenerate, does the zero-temperature spectral function, combined with a Fermi function at temperature $T$, give the same term linear in $T$?

**(d)** Apply the results to a three-site Hubbard ring,

$$
H=-t\sum_{i<j,\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},
$$

with $U=4t$, for $N=2$ and $N=3$. Numerical diagonalization of its 64 states gives

| $M$ | 0 | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|---|
| $E_M/t$ | 0 | −2 | −3.1231 | −1.2749 | 2 | 7 | 12 |
| $g_M$ | 1 | 2 | 1 | 4 | 3 | 4 | 1 |

The first excitation energy is $3t$ in sector 1 and $1.2749t$ in sector 3; the latter level is fourfold degenerate.

**(e)** For $U=-8t$ and $N=2$ the energies $E_0,\dots,E_4$ are $0,\,-2,\,-9.1231,\,-10.0559,\,-16.7446$ in units of $t$, with degeneracies $1,2,1,4,1$. Where does $\mu$ go as $T\to0$?

## Solution

### (a) Existence and uniqueness

Let $Z_M=\mathrm{Tr}_M\,e^{-H/T}$, with the trace taken over sector $M$. Then

$$
\langle\hat N\rangle=\frac{\sum_M M\,Z_M e^{\mu M/T}}{\sum_M Z_M e^{\mu M/T}} .
$$

Differentiating the quotient with respect to $\mu$ brings down a factor $M/T$ in each sum, so

$$
\frac{\partial\langle\hat N\rangle}{\partial\mu}
=\frac{\langle\hat N^2\rangle-\langle\hat N\rangle^2}{T}>0 .
$$

The variance is strictly positive because every sector has nonzero probability at $T>0$. As $\mu$ runs from $-\infty$ to $+\infty$, the continuous function $\langle\hat N\rangle$ rises from $0$ to $M_{\max}$. It therefore takes the value $N$ once.

At strictly zero temperature the situation is different. Under the assumptions made here, a whole interval of $\mu$ around $\mu_0$ selects sector $N$. The limit $T\to0$ at fixed $\langle\hat N\rangle$ picks one point of that interval.

### (b) The low-temperature law

**The number condition.** Multiplying $\langle\hat N\rangle-N=0$ by the positive partition function gives

$$
\sum_M (M-N)\,Z_M\,e^{\mu M/T}=0 .
$$

Put $M=N+k$ and $\mu=\mu_0+Tx$, so that $x$ is the unknown. Multiply by the positive factor $e^{(E_N-\mu N)/T}e^{\Delta/2T}$. The condition becomes

$$
F(x)\equiv\sum_k k\,z_k\,e^{kx}=0,\qquad
z_k=e^{\Delta/2T}\,\mathrm{Tr}_{N+k}\,e^{-(H-E_N-k\mu_0)/T}.
$$

This is an exact rewriting. The term $k=0$ vanishes, so neither $g_N$ nor the excited states of sector $N$ affect $\mu$.

**The neighbouring sectors.** From the definitions,

$$
E_{N+1}-E_N-\mu_0=-A+\frac{I+A}{2}=\frac\Delta2,\qquad
E_{N-1}-E_N+\mu_0=I-\frac{I+A}{2}=\frac\Delta2 .
$$

The factor $e^{\Delta/2T}$ in $z_{\pm1}$ thus cancels the ground-state exponential, and

$$
z_{\pm1}=g_{N\pm1}+r_\pm,\qquad
r_\pm=\sum_{\text{excited }j}e^{-(E_j-E_{N\pm1})/T}\ge 0 ,
$$

where $j$ runs over the excited states of sector $N\pm1$.

**The remaining sectors.** For $|k|\ge2$ define the margin

$$
\eta_k=E_{N+k}-E_N-k\mu_0-\frac{\Delta}{2},
$$

which is positive by (C). If sector $N+k$ has dimension $D_k$, then $0\le z_k\le D_k e^{-\eta_k/T}$.

Let $\delta>0$ be the smallest number among all $\eta_k$ and the first excitation energies of sectors $N\pm1$. Then $r_\pm$ and all $z_k$ with $|k|\ge2$ are bounded by constants times $e^{-\delta/T}$.

**The root.** Abbreviate $g_\pm=g_{N\pm1}$. Keeping only the ground levels of the neighbouring sectors gives $g_+e^{x}=g_-e^{-x}$, whose solution is

$$
x_0=\frac12\ln\frac{g_-}{g_+} .
$$

To control what was dropped, insert $x_0$ into the full $F$. The two ground-level terms cancel, leaving

$$
F(x_0)=r_+e^{x_0}-r_-e^{-x_0}+\sum_{|k|\ge2}k\,z_k\,e^{kx_0}.
$$

Since $x_0$ does not depend on $T$, there is a constant $C$ with $|F(x_0)|\le C e^{-\delta/T}$. The slope has a lower bound valid for every $x$:

$$
F'(x)=\sum_k k^2z_ke^{kx}\ \ge\ g_+e^{x}+g_-e^{-x}\ \ge\ 2\sqrt{g_+g_-} .
$$

The first inequality drops nonnegative terms; the second is the inequality between arithmetic and geometric means. Let $x_*$ be the true root. The mean value theorem gives $0-F(x_0)=F'(\xi)(x_*-x_0)$ for some $\xi$ between $x_0$ and $x_*$, hence

$$
|x_*-x_0|\le\frac{C}{2\sqrt{g_+g_-}}\,e^{-\delta/T}.
$$

Since $\mu=\mu_0+Tx_*$,

$$
\boxed{\;\mu(T)=\mu_0+\frac T2\ln\frac{g_{N-1}}{g_{N+1}}+O\!\left(T e^{-\delta/T}\right)\;}
$$

The limit of $\mu$ itself is the midgap value $\mu_0$; the logarithm is the leading correction to it. It was not assumed beforehand that $\mu-\mu_0$ is of order $T$.

**Meaning.** At low temperature the mean number stays at $N$ if the rare excursions to $N+1$ and $N-1$ are equally probable. A larger $g_{N+1}$ favours the upward excursion, and $\mu$ must fall to compensate. Equivalently, with $\mathcal F_M=E_M-T\ln g_M$, the law reads $\mu\simeq(\mathcal F_{N+1}-\mathcal F_{N-1})/2$: the midgap rule holds with free energies in place of energies.

The bound guarantees the law only for $T\ll\delta$. This can be more restrictive than $T\ll\Delta$, because $\delta$ may be a small excitation energy of a neighbouring sector.

**Leading remainder.** Suppose the first excited level of sector $N+1$, with degeneracy $m$, sets $\delta$, and all competing energies are larger. Then $F(x_0)\simeq m\,e^{-\delta/T}e^{x_0}$, while $F'(\xi)\to g_+e^{x_0}+g_-e^{-x_0}=2g_+e^{x_0}$. Therefore $x_*-x_0\simeq-(m/2g_+)e^{-\delta/T}$, and

$$
\mu-\mu_0-\frac T2\ln\frac{g_-}{g_+}\simeq-\frac T2\,\frac{m}{g_{N+1}}\,e^{-\delta/T}.
$$

**Convexity implies (C).** Convexity means that $E_{M+1}-E_M$ does not decrease with $M$. For $k\ge2$, each of the $k$ steps upward from $N$ costs at least the first one, $E_{N+1}-E_N=-A=\mu_0+\Delta/2$. Thus

$$
E_{N+k}-E_N-k\mu_0\ge k\left(\mu_0+\frac\Delta2\right)-k\mu_0=\frac{k\Delta}{2}>\frac\Delta2 .
$$

For $k=-j$ with $j\ge2$, each step downward costs at least $I=-\mu_0+\Delta/2$. Hence $E_{N-j}-E_N+j\mu_0\ge j\Delta/2>\Delta/2$. Convexity is sufficient; the proof itself uses only the weaker condition (C).

### (c) The Lehmann representation

Let $|a\rangle,|b\rangle$ be eigenstates of $H$ and $\hat N$, with energies $E_a,E_b$ and grand-canonical probabilities $p_a,p_b$. Let $c_\nu$ annihilate a particle in spin-orbital $\nu$ of an orthonormal basis. The spectral function, traced over $\nu$, is

$$
\mathcal A(\omega)=\sum_{\nu ab}(p_a+p_b)\,|\langle a|c_\nu|b\rangle|^2\,\delta\big(\omega-(E_b-E_a)\big).
$$

Here $\omega$ is not measured from $\mu$. A nonzero matrix element requires $b$ to have one particle more than $a$, so $p_a=p_b\,e^{(\omega-\mu)/T}$ at the pole $\omega=E_b-E_a$. With the Fermi function $f(\epsilon)=1/(e^{\epsilon/T}+1)$,

$$
(p_a+p_b)\,f(\omega-\mu)=p_b\,\frac{e^{(\omega-\mu)/T}+1}{e^{(\omega-\mu)/T}+1}=p_b .
$$

Summing over $a$ by completeness then gives

$$
\int\mathcal A(\omega)f(\omega-\mu)\,d\omega=\sum_{\nu b}p_b\langle b|c^\dagger_\nu c_\nu|b\rangle=\langle\hat N\rangle .
$$

This identity contains the thermal spectral function, which depends on $T$ and $\mu$ through $p_a$ and $p_b$.

Now freeze $\mathcal A$ at its zero-temperature form $\mathcal A_0$, built on the nondegenerate ground state $|0\rangle$ of sector $N$. It has two kinds of poles:

- Removal poles at $\omega_a=E_N-E_a$, with $a$ in sector $N-1$ and weight $w_a=\sum_\nu|\langle a|c_\nu|0\rangle|^2$. These weights add up to $N$, and the highest possible pole lies at $-I$.
- Addition poles at $\omega_b=E_b-E_N$, with $b$ in sector $N+1$ and weight $w_b=\sum_\nu|\langle b|c_\nu^\dagger|0\rangle|^2$. The lowest possible pole lies at $-A$.

Let $W_h$ and $W_p$ be the total weights at $-I$ and $-A$, both assumed nonzero. Since $\sum_a w_a=N$, demanding $\int\mathcal A_0f\,d\omega=N$ means

$$
\sum_b w_b f(\omega_b-\mu)=\sum_a w_a\,[1-f(\omega_a-\mu)] .
$$

Set $\mu=\mu_0+Tx$ and multiply by $e^{\Delta/2T}$. The threshold poles lie at distance $\Delta/2$ from $\mu_0$, since $-A-\mu_0=\mu_0+I=\Delta/2$. At fixed $x$ the two sides therefore tend to $W_pe^{x}$ and $W_he^{-x}$, while the other poles contribute exponentially less. The difference of the two sides increases with $x$, so its root tends to the root of the limiting equation:

$$
\mu_{\rm frozen}\simeq\mu_0+\frac T2\ln\frac{W_h}{W_p}.
$$

The answer to the question is no, unless $W_h/W_p=g_{N-1}/g_{N+1}$. The origin of the difference can be made explicit. For $g_N=1$ and fixed $x$, the true deviation of the mean number is, to leading order,

$$
\langle\hat N\rangle-N\simeq e^{-\Delta/2T}\left(g_+e^{x}-g_-e^{-x}\right),
$$

whereas the Fermi tails on the frozen spectrum supply $e^{-\Delta/2T}(W_pe^x-W_he^{-x})$. The thermal change of $\mathcal A$ must supply the rest,

$$
e^{-\Delta/2T}\left[(g_+-W_p)e^x-(g_--W_h)e^{-x}\right].
$$

It carries the same exponential as the tails and cannot be neglected beside them.

Noninteracting electrons with a closed shell are a limiting case in which the two results agree. If the highest filled level contains $d_h$ spin-orbitals and the lowest empty level $d_p$, then $g_{N-1}=W_h=d_h$ and $g_{N+1}=W_p=d_p$.

### (d) The repulsive ring

All energies and temperatures below are in units of $t$.

**Two electrons.** The table gives

$$
I=-2+3.1231=1.1231,\qquad A=-3.1231+1.2749=-1.8482,
$$

$$
\Delta=1.1231+1.8482=2.9713,\qquad \mu_0=-\tfrac12(1.1231-1.8482)\approx0.3625 .
$$

Condition (C) compares the following energies with $\Delta/2\approx1.486$:

- $k=-2$: $\;0+3.123+2(0.3625)\approx3.848$
- $k=2$: $\;2+3.123-2(0.3625)\approx4.398$
- $k=3$: $\;7+3.123-3(0.3625)\approx9.04$
- $k=4$: $\;12+3.123-4(0.3625)\approx13.67$

All exceed $\Delta/2$, and the smallest margin is $3.848-1.486\approx2.36$. With $g_1=2$ and $g_3=4$, the law becomes

$$
\mu\simeq0.3625+\frac T2\ln\frac24=0.3625-0.3466\,T .
$$

The numerical solution of the full number condition compares with it as follows:

| $T$ | $\mu$ | law | $\mu-$ law |
|---|---|---|---|
| 0.40 | 0.21666 | 0.22391 | $-7.3\times10^{-3}$ |
| 0.20 | 0.29306 | 0.29323 | $-1.7\times10^{-4}$ |
| 0.10 | 0.32788 | 0.32788 | $-1.5\times10^{-7}$ |

The rapid decrease of the difference follows from the remainder formula. The excitation energy $1.2749$ of sector 3 is smaller than both the excitation energy $3$ of sector 1 and the margin $2.36$, so $\delta=1.2749$. With $m=4$ and $g_3=4$, at $T=0.1$,

$$
-\frac{0.1}{2}\cdot\frac44\,e^{-12.749}\approx-1.45\times10^{-7},
$$

in agreement with the numerical difference.

**The frozen spectrum.** The two-electron ground state is nondegenerate, so part (c) applies. Its computed threshold weights are $W_h=1.889$ and $W_p=3.284$, both below the corresponding degeneracies 2 and 4. The frozen coefficient is

$$
\frac12\ln\frac{1.889}{3.284}\approx-0.276,
$$

compared with the correct $-0.347$. At $T=0.05$ the numerical roots give these same two values of $(\mu-\mu_0)/T$. The frozen spectrum thus finds the right midgap limit but the wrong linear term. The thermal Lehmann sum, tested at $T=0.5$ for two values of $\mu$, reproduces the directly computed $\langle\hat N\rangle$.

**Three electrons.** Here the $N$-particle ground level is itself fourfold degenerate. By part (b) $g_N$ drops out, because the $k=0$ term vanishes identically; the numerical solver omits that term from the start, so this case illustrates the law but does not test that point independently. The midgap energy and the gap are

$$
\mu_0=\frac{E_4-E_2}{2}=\frac{2+3.1231}{2}\approx2.5616,\qquad
\Delta=2-3.1231+2(1.2749)\approx1.427 .
$$

The smallest margin in (C) is $2.438$, so the law applies. With $g_2=1$ and $g_4=3$,

$$
\mu\simeq2.5616+\frac T2\ln\frac13=2.5616-0.5493\,T .
$$

At $T=0.04$ this gives $2.5616-0.0220=2.5396$, which agrees with the numerical root. No factor $g_3=4$ appears.

### (e) The attractive ring: a gap is not enough

For $U=-8t$ and $N=2$ the gap is positive:

$$
\Delta=E_3+E_1-2E_2=-10.0559-2+18.2462\approx6.190 .
$$

The midgap value is $\mu_0=(-10.0559+2)/2\approx-4.028$. Condition (C) nevertheless fails. For $k=2$,

$$
E_4-E_2-2\mu_0=-16.7446+9.1231+8.0559\approx0.434<\frac\Delta2\approx3.095 .
$$

Adding two electrons changes the energy by $-7.62$, far below twice the change $-0.93$ for adding one. Excursions by pairs can therefore dominate those by single electrons.

Consider in general the case in which sectors $N\pm2$ dominate, and take as trial centre

$$
\mu_p=\frac{E_{N+2}-E_{N-2}}{4}.
$$

Let $a_k=E_{N+k}-E_N-k\mu_p$. Substitution gives

$$
a_2=a_{-2}=\frac{E_{N+2}+E_{N-2}}{2}-E_N .
$$

If every other $a_k$ with $k\ne0$ is larger than this common value, the argument of part (b) carries over, with $e^{a_2/T}$ as the scaling factor. With $y=(\mu-\mu_p)/T$, the limiting equation is

$$
2g_{N+2}e^{2y}=2g_{N-2}e^{-2y}
\quad\Longrightarrow\quad
y=\frac14\ln\frac{g_{N-2}}{g_{N+2}},
$$

so that

$$
\mu\simeq\frac{E_{N+2}-E_{N-2}}{4}+\frac T4\ln\frac{g_{N-2}}{g_{N+2}} .
$$

For the ring, $\mu_p=-16.7446/4\approx-4.186$ and $a_{\pm2}=-8.372+9.123\approx0.751$. The single-electron sectors have

$$
a_{-1}=-2+9.123-4.186\approx2.94,\qquad
a_1=-10.056+9.123+4.186\approx3.25 .
$$

Sectors 5 and 6 must be checked too. The full ring has $E_6=3U=-24$, because its hopping energy vanishes. Removing one electron breaks one pair and leaves the interaction energy $2U$. The orbital energies of the ring are $-2,1,1$, and removing an electron from an orbital of energy 1 is cheapest, so $E_5=2U-1=-17$. Therefore

$$
a_3=-17+9.123+12.558\approx4.68,\qquad
a_4=-24+9.123+16.745\approx1.87 .
$$

All of these exceed $0.751$, so the pair law applies. Since $g_0=g_4=1$, its logarithm vanishes and $\mu\to-4.186$. The numerical root at $T=0.03$ is $-4.1861$, while the midgap law would give $-4.038$. The chemical potential therefore misses the midgap value even in the limit $T\to0$, although $\Delta$ is positive and large.

## Calculated quantities

```
Repulsive ring: U = 4.0 t
sector M=0: E = 0.000000 t, degeneracy g = 1
sector M=1: E = -2.000000 t, degeneracy g = 2
sector M=2: E = -3.123106 t, degeneracy g = 1
sector M=3: E = -1.274917 t, degeneracy g = 4
sector M=4: E = 2.000000 t, degeneracy g = 3
sector M=5: E = 7.000000 t, degeneracy g = 4
sector M=6: E = 12.000000 t, degeneracy g = 1
N=2: I = 1.123106 t, A = -1.848188 t
N=2: gap = 2.971294 t, midgap mu0 = 0.362541 t
N=2: smallest margin of sectors |k|>=2 = 2.362541 t
N=2: predicted slope (1/2)ln(g1/g3) = -0.346574
T=0.40 t: mu = 0.21666185 t, law = 0.22391196 t, mu-law = -7.25e-03 t
T=0.20 t: mu = 0.29305744 t, law = 0.29322667 t, mu-law = -1.69e-04 t
T=0.10 t: mu = 0.32788389 t, law = 0.32788403 t, mu-law = -1.45e-07 t
T=0.05 t: mu = 0.34521271 t, law = 0.34521271 t, mu-law = -2.10e-13 t
first excitation: sector 1 3.000000 t, sector 3 1.274917 t
degeneracy of that sector-3 excitation m = 4
remainder at T=0.10 t: actual -1.45232e-07 t, estimate -1.45236e-07 t
T=0.50 t, mu=0.173993 t: <N> Lehmann 2.00000000, trace 2.00000000
T=0.50 t, mu=1.000000 t: <N> Lehmann 2.40535119, trace 2.40535119
T=0 threshold weights: W_h = 1.889297, W_p = 3.283655
(mu-mu0)/T at T=0.05 t: true -0.346574, frozen -0.276376
frozen prediction (1/2)ln(W_h/W_p) = -0.276376
N=3: gap = 1.426729 t, mu0 = 2.561553 t, margin = 2.438447 t
N=3, T=0.04 t: mu = 2.53958056 t, law = 2.53958057 t
N=3: (mu-mu0)/T = -0.549306, (1/2)ln(g2/g4) = -0.549306
Attractive ring: U = -8.0 t, N = 2, T = 0.03 t
E0..E4 = 0.000000, -2.000000, -9.123106, -10.055888, -16.744563 t
g0..g4 = 1, 2, 1, 4, 1
gap = 6.190323 t, margin = -2.660730 t, mu0 = -4.027944 t
mu = -4.18614066 t, pair law = -4.18614066 t
midgap law (not valid here) = -4.03834144 t
```
